# Multiphonon Capture with Coupling Linear in the Accepting Coordinate

## An electron above a trap

An electron at the bottom of the conduction band of a silicon nitride charge-trap layer can fall into a neutral trap about 1 eV below. One quantum of lattice vibration takes up far less than that. If the lattice alone takes the energy, and there are no levels in between, many phonons must be emitted at once. This is possible because the atoms around the trap have different equilibrium positions when the trap is full. The vibrational states before and after capture then belong to shifted oscillators, and levels that differ by many quanta still overlap.

If the electronic coupling did not depend on the atomic positions, the rate for emitting $p$ phonons would be proportional to the squared overlap, the Franck-Condon factor. The choice of electronic states can lead to a different coupling. Let the two electronic states be eigenstates of the electronic Hamiltonian with the atoms held at the initial equilibrium. At that geometry they are not coupled. Coupling appears when the atoms move, and to first order it is proportional to the displacement. If its slope stays the same when the released energy changes, which is a further assumption, how does the rate depend on $p$?

## The model and the claim

One vibrational coordinate $Q$, with mass $m$ and angular frequency $\omega$, both shifts and couples the electronic states. It is called the accepting coordinate because it takes up the energy. $Q$ is measured from the initial minimum, the final minimum lies at $d>0$, and the frequency is the same in both states. With $P$ the momentum,

$$H_i=\frac{P^2}{2m}+\frac{m\omega^2Q^2}{2},\qquad H_f=\frac{P^2}{2m}+\frac{m\omega^2(Q-d)^2}{2}-\varepsilon .$$

Here $\varepsilon$ is the energy released between the two minima. The coupling is $V=V_1Q$, with $V_1$ independent of $Q$ and held fixed when $\varepsilon$ changes. Two quantities set the scales:

$$x_0=\sqrt{\frac{\hbar}{2m\omega}},\qquad S=\left(\frac{d}{2x_0}\right)^2 .$$

The length $x_0$ is the root-mean-square zero-point displacement, and $S$ is the Huang-Rhys factor. From $m\omega=\hbar/(2x_0^2)$ and $d=2x_0\sqrt S$,

$$\frac{m\omega^2d^2}{2}=\frac12\,\frac{\hbar\omega}{2x_0^2}\,4x_0^2S=S\hbar\omega ,$$

so $S$ counts the quanta in the relaxation energy.

Write $|n\rangle$ for the initial oscillator levels and $|\tilde m\rangle$ for the final ones. As a level label, and in $m-n$ and $m+\tfrac12$, $m$ is an integer; in $m\omega$ and $m\omega^2$ it is the mass. At zero temperature the initial level is $|0\rangle$. The claim is that, for $S>0$,

$$|\langle\tilde p|Q|0\rangle|^2=x_0^2\,\frac{(p-S)^2}{S}\,F_p,\qquad F_p=|\langle\tilde p|0\rangle|^2=e^{-S}\frac{S^p}{p!}. \tag{1}$$

At fixed $S$, the Franck-Condon factor $F_p$ is thus multiplied by a term proportional to $(p-S)^2$.

## First derivation: ladder operators

Define the lowering operator of the initial oscillator by

$$a=\frac{Q}{2x_0}+\frac{ix_0P}{\hbar},\qquad Q=x_0(a+a^\dagger).$$

The final oscillator has the same $m$ and $\omega$, hence the same $x_0$. Its lowering operator $b$ follows on replacing $Q$ by $Q-d$:

$$b=a-\frac{d}{2x_0}=a-\sqrt S,\qquad a^\dagger=b^\dagger+\sqrt S. \tag{2}$$

**The overlap.** Since $a|0\rangle=0$, equation (2) gives $b|0\rangle=-\sqrt S\,|0\rangle$. Project this on $\langle\widetilde{p-1}|$. Acting to the left, $\langle\widetilde{p-1}|b=\sqrt p\,\langle\tilde p|$, so

$$\sqrt p\,\langle\tilde p|0\rangle=-\sqrt S\,\langle\widetilde{p-1}|0\rangle . \tag{3}$$

Repeating this $p$ times,

$$\langle\tilde p|0\rangle=\frac{(-\sqrt S)^p}{\sqrt{p!}}\langle\tilde0|0\rangle .$$

The final levels form a complete set, so the squared overlaps add to one:

$$1=|\langle\tilde0|0\rangle|^2\sum_{p=0}^\infty\frac{S^p}{p!}=|\langle\tilde0|0\rangle|^2e^{S}.$$

Hence $|\langle\tilde0|0\rangle|^2=e^{-S}$, which gives the Poisson form of $F_p$ in (1).

**The linear coupling.** Because $a|0\rangle=0$, the coordinate raises the ground state by one quantum: $Q|0\rangle=x_0a^\dagger|0\rangle$. Insert (2) and use $\langle\tilde p|b^\dagger=\sqrt p\,\langle\widetilde{p-1}|$:

$$\langle\tilde p|Q|0\rangle=x_0\left[\sqrt p\,\langle\widetilde{p-1}|0\rangle+\sqrt S\,\langle\tilde p|0\rangle\right].$$

For $p\ge1$, equation (3) gives $\langle\widetilde{p-1}|0\rangle=-\sqrt{p/S}\,\langle\tilde p|0\rangle$. Therefore

$$\langle\tilde p|Q|0\rangle=x_0\left[-\frac{p}{\sqrt S}+\sqrt S\right]\langle\tilde p|0\rangle=x_0\frac{S-p}{\sqrt S}\,\langle\tilde p|0\rangle . \tag{4}$$

For $p=0$ the first term in the bracket is absent, and (4) holds as well. Squaring (4) proves (1).

The two terms have opposite signs. One path creates a quantum in the final oscillator, and the other comes from the shift between the oscillators. They cancel when $p=S$.

## Second derivation: the difference of two energies

The second route does not need the overlaps. Subtract the two Hamiltonians. The kinetic energies cancel and, since the frequencies are equal, so do the terms in $Q^2$:

$$H_f-H_i=-m\omega^2d\,Q+\frac{m\omega^2d^2}{2}-\varepsilon .$$

The coefficient of $Q$ is $m\omega^2d=\hbar\omega\,(2x_0\sqrt S)/(2x_0^2)=\hbar\omega\sqrt S/x_0$, so

$$H_f-H_i=\hbar\omega\left(S-\sqrt S\,\frac{Q}{x_0}\right)-\varepsilon . \tag{5}$$

Place (5) between $\langle\tilde m|$ and $|n\rangle$. On the left side $H_f$ acts on $\langle\tilde m|$ and gives $\hbar\omega(m+\tfrac12)-\varepsilon$, while $H_i$ acts on $|n\rangle$ and gives $\hbar\omega(n+\tfrac12)$. Thus

$$[\hbar\omega(m-n)-\varepsilon]\langle\tilde m|n\rangle=(\hbar\omega S-\varepsilon)\langle\tilde m|n\rangle-\frac{\hbar\omega\sqrt S}{x_0}\langle\tilde m|Q|n\rangle .$$

The terms in $\varepsilon$ cancel. With $p=m-n$, the net number of phonons emitted,

$$\langle\tilde m|Q|n\rangle=x_0\frac{S-p}{\sqrt S}\,\langle\tilde m|n\rangle . \tag{6}$$

Setting $n=0$ returns (4), and its square is (1).

**Meaning of the factor.** Energy conservation requires $\varepsilon=p\hbar\omega$, because the zero-point energies are equal. By (5), the two potential curves then cross where $S-\sqrt S\,Q/x_0=p$, that is, at

$$Q_c=x_0\frac{S-p}{\sqrt S}. \tag{7}$$

The matrix element of $Q$ is therefore the crossing coordinate times the overlap. For this linear coupling, the transition behaves as if $V$ were evaluated where the two curves have equal energy. When $p=S$ the crossing lies at the initial minimum, where $V_1Q$ is zero. For $p>S$ it lies on the side away from the final minimum.

**Finite temperature.** Equation (6) holds for every initial level. If the levels have thermal weights $w_n$,

$$\sum_nw_n|\langle\widetilde{n+p}|Q|n\rangle|^2=x_0^2\frac{(p-S)^2}{S}\sum_nw_n|\langle\widetilde{n+p}|n\rangle|^2 .$$

Temperature changes the Franck-Condon factor but not its multiplier.

## Limits and a direct check

**Weak displacement.** Write the product in (1) as $M_p=(p-S)^2F_p/S$. As $S\to0$,

$$M_0=Se^{-S}\to0,\qquad M_1=(1-S)^2e^{-S}\to1,$$

and for $p\ge2$, $M_p\simeq p^2S^{p-1}/p!\to0$. One-phonon emission survives, as it must: with no shift, $Q$ moves the oscillator from $|0\rangle$ to $|1\rangle$. A constant coupling would leave $p=0$ instead.

**Many phonons.** For $p\gg S$ the multiplier tends to $p^2/S$. It grows with $p$, but the factorial in $F_p$ wins. The ratio of neighbouring terms is

$$\frac{M_{p+1}}{M_p}=\frac{S}{p+1}\left(\frac{p+1-S}{p-S}\right)^2, \tag{8}$$

which falls towards $S/(p+1)$.

**Total strength.** The Poisson distribution has $\sum_p pF_p=S$ and $\sum_p p(p-1)F_p=S^2$. Its variance is therefore $S^2+S-S^2=S$, so $\sum_pM_p=1$. Completeness gives the same total: $\sum_p|\langle\tilde p|Q|0\rangle|^2=\langle0|Q^2|0\rangle=x_0^2$. The linear coupling redistributes a fixed strength among the values of $p$.

**Resonant levels.** Let $g=V_1x_0$. Two degenerate levels joined by a small matrix element $W$ split by $2|W|$, here $2g\sqrt{M_p}$. The full Hamiltonian of both electronic states was diagonalized for $S=12$ and $g=10^{-5}\hbar\omega$. At $p=20$ the splitting divided by this formula is 1.000000. At $p=12$ it is $2.0\times10^{-10}\hbar\omega$, whereas a constant coupling $g$ would give $6.76\times10^{-6}\hbar\omega$. Here $W=0$, and the remainder comes from the second-order shifts of the two levels, which differ by an amount of order $g^2/\hbar\omega=10^{-10}\hbar\omega$. The matrix element (1) itself is exact.

## What each derivation assumes

Both derivations use equal frequencies, but at different places. The first needs them for (2), where $a$ and $b$ differ by a number. The second needs them for the cancellation of $Q^2$ in (5). With unequal frequencies a term in $Q^2$ remains, and (6) no longer closes. For a final frequency of $0.9111\,\omega$, with $S=12$ defined by the initial frequency, the ratio $\langle\tilde m|Q|0\rangle/\langle\tilde m|0\rangle$ was tested at $m=14$, 18 and 22. Its second difference exceeds $10^{-3}x_0$ in size, so the ratio is not linear in $m$.

The first derivation starts from $a|0\rangle=0$ and so treats the vibrational ground state. In return it supplies $F_p$ itself. The second covers all initial levels, but it gives only the multiplier.

The second also shows which part of the result survives without harmonic curves. Suppose both states share any potential $U(Q)$ apart from a linear term, so that $H_f-H_i=c-fQ$. For eigenstates $|\beta\rangle$ of $H_f$ and $|\alpha\rangle$ of $H_i$, the same sandwich gives

$$\langle\beta|Q|\alpha\rangle=\frac{c+E_\alpha-E_\beta}{f}\,\langle\beta|\alpha\rangle .$$

At resonance the factor is $c/f$, again the crossing coordinate. Equal level spacing is needed to turn it into $(S-p)$.

Both derivations depend on the origin of the coupling. If the coupling is $V_1(Q-d)$, which vanishes at the final minimum, subtract $d=2x_0\sqrt S$ in (4):

$$\langle\tilde p|(Q-d)|0\rangle=x_0\left[\frac{S-p}{\sqrt S}-2\sqrt S\right]\langle\tilde p|0\rangle=-x_0\frac{p+S}{\sqrt S}\,\langle\tilde p|0\rangle .$$

The multiplier becomes $(p+S)^2/S$, and the zero is gone. With the same $V_1$, this is a different coupling, not another notation for the same one. More generally, $V=V_0+V_1Q$ has the matrix element

$$\langle\tilde p|V|0\rangle=\left[V_0+g\frac{S-p}{\sqrt S}\right]\langle\tilde p|0\rangle . \tag{9}$$

The two parts add before squaring, so they interfere.

The assumption of a fixed $V_1$ matters. Start from a constant coupling $V_0$ alone, small compared with the separation of the two states at $Q=0$. By (5) with $\varepsilon=p\hbar\omega$, the separation is $\Delta(Q)=\hbar\omega(S-p-\sqrt S\,Q/x_0)$. Now pass to the electronic eigenstates at $Q=0$. To first order in $V_0$, the coupling between them is

$$V_0\left[1-\frac{\Delta(Q)}{\Delta(0)}\right]=V_0\,\frac{\sqrt S}{S-p}\,\frac{Q}{x_0}.$$

It is linear in $Q$, but its slope depends on $p$. Inserted in (4), it gives $V_0\langle\tilde p|0\rangle$, and the Franck-Condon result returns. Using eigenstates at the initial equilibrium is therefore not enough to produce the factor $(p-S)^2$. The slope must also stay fixed as $p$ changes.

## Capture in a nitride layer

Take $\hbar\omega=60$ meV, $\varepsilon=1.20$ eV and $S=12$, as rough values for a trap in silicon nitride. Then $p=1.20/0.060=20$, and the relaxation energy is $12\times0.060=0.72$ eV. The coupling $g=1.0$ meV, for one electron in 1000 nm³, is a chosen parameter.

The factors for several values of $p$, at fixed $S$, are:

| $p$ | $F_p$ | $(p-S)^2/S$ | $M_p$ |
|---|---|---|---|
| 8 | 0.0655 | 1.333 | 0.0874 |
| 11 | 0.1144 | 0.083 | 0.0095 |
| 12 | 0.1144 | 0 | 0 |
| 16 | 0.0543 | 1.333 | 0.0724 |
| 20 | 0.00968 | 5.333 | 0.0516 |
| 24 | 0.00079 | 12.00 | 0.0094 |

The Franck-Condon factor is largest at $p=11$ and 12, where the linear coupling is weak or absent. At $p=20$ the multiplier is $8^2/12=5.33$. The crossing then lies at $Q_c=-2.31x_0$, while the final minimum is at $6.93x_0$.

For a rate, the discrete final levels must be broadened by the surrounding lattice. Assume that this gives one level per $\hbar\omega$, a density $1/\hbar\omega$. Fermi's golden rule then reads

$$k=\frac{2\pi}{\hbar}\,\frac{g^2M_p}{\hbar\omega}.$$

The matrix element is $g\sqrt{M_{20}}=0.227$ meV, and

$$k=\frac{2\pi}{\hbar}\,\frac{(0.227\ \text{meV})^2}{60\ \text{meV}}=8.2\times10^9\ \text{s}^{-1}.$$

Multiplying by the volume, $10^{-18}$ cm³, gives a capture coefficient of $8.2\times10^{-9}$ cm³/s. For a mass of $0.5\,m_e$ the mean thermal speed at 300 K is $1.52\times10^7$ cm/s. Division gives a cross-section of about $5\times10^{-16}$ cm². Its absolute size follows from the chosen $g$ and is not a prediction. What the model supplies is the dependence on $p$ for a fixed $V_1$.

## How far a real layer moves the number

Nitride traps have a spread of depths and local structures, and 1.2 eV is a plausible depth rather than a property of every trap. The effective phonon energy and $S$ are less certain still. The following changes are relative to the model rate at $p=20$, each made alone.

- **Lattice temperature.** The rate is multiplied by 1.31 at 300 K and by 1.46 at 358 K.
- **Electron energy.** A thermal energy of $\tfrac32k_BT=38.8$ meV at 300 K adds 0.65 of a phonon. Interpolating with (8) gives a factor of 0.81.
- **Programming field.** A field of 5 MV/cm over 0.5 nm shifts the energy by 0.25 eV, or 4.17 phonons. Rounding to 4 phonons and keeping $V_1$ fixed, releasing 16 phonons instead of 20 gives a factor of 1.40; releasing 24 gives 0.18. For a constant coupling alone, the ratios of $F_p$ would give 5.6 and 0.08.
- **Constant coupling.** By (9), $V_0=+g$ multiplies the rate by $(1-\sqrt{12}/8)^2=0.32$, and $V_0=-g$ by 2.05.
- **Other values of $S$.** At $p=20$ and fixed $g$, equation (1) gives a factor of 0.055 for $S=8$ and 1.08 for $S=16$. The dependence is not monotonic: the factor is 0.34 for $S=18$, zero for $S=20=p$, and 0.55 for $S=23$.
- **Softer final mode.** A final frequency of $0.9111\,\omega$, at the same $d$ and $\varepsilon$, puts level 22 in resonance and gives a factor of 0.20, which includes the higher level density $1/(0.9111\,\hbar\omega)$; the squared matrix element alone changes by a factor of 0.18.

Among these cases with $V_1$ fixed, the value of $S$ matters most. Lowering it to 8 cuts the rate by a factor of about 18, and near $S=p$, where the relaxation energy equals the released energy, the model rate falls to zero. Since $S$ is poorly known, that case cannot be excluded for a nitride trap. The softer mode and the field that raises the energy release each change it by about a factor of five. The factor for the softer mode does not measure the frequency mismatch alone: at fixed $d$, softening also lowers the relaxation energy in the final state, from 0.72 to 0.60 eV.

The electron density needs a separate remark. The value $10^{18}$ cm⁻³ is only the normalization of one electron in 1000 nm³. It is about a ninth of the effective band density of states at 300 K, $8.87\times10^{18}$ cm⁻³, so degeneracy is weak even there. A real layer holds far fewer conduction electrons: moving together at the thermal speed, $10^{18}$ cm⁻³ would carry more than $10^6$ A/cm². At a lower density $n$, the capture rate of an empty trap is the capture coefficient times $n$, so $8.2\times10^9$ s⁻¹ is not a rate to expect in a device.

At 5 MV/cm the captured electron may also tunnel out. For a triangular barrier of height $\varepsilon$ the exponent is

$$\frac{4\sqrt{2m_*}\,\varepsilon^{3/2}}{3\hbar eF}=12.7,$$

where $m_*$ is the electron mass in the layer and $F$ the field. With an attempt rate of $\omega/2\pi=1.45\times10^{13}$ s⁻¹, this gives $4\times10^7$ s⁻¹ for a lattice that takes no part. That is not an estimate of the real escape rate, because the atoms must also return to their initial arrangement. From the lowest final level, escape without phonons carries the squared overlap $F_0=e^{-12}$, multiplied by $S$ for the linear coupling according to (6), and each phonon left behind raises the barrier by $\hbar\omega$. At zero temperature the lattice in this model therefore lowers the escape rate strongly. Summed over the phonons left behind, with the same attempt rate, the reduction is a factor of about 2000 for a constant coupling and about 100 for the linear one. At higher temperatures it is weaker, about 500 and 30 at 300 K.

A spread of phonon frequencies, anharmonicity, an anisotropic electron mass and the heating of electrons by the field are left out, and their effects have not been sized. The zero at $p=S$ also relies on one coordinate doing both jobs. If a share of the coupling strength acts through a second, unshifted mode of the same frequency, that share contributes $F_{p-1}$ in place of $M_p$, which does not vanish at $p=S$: a share of 10% gives 0.011 at $p=12$. With several frequencies, the second derivation keeps the zero when the coupling is proportional to the linear term of $H_f-H_i$, and a coupling in another direction generally fills it in. By (9) a constant coupling moves it to $p=S+\sqrt S\,V_0/g$, so a real trap should not be expected to show complete suppression there. The remaining values are in the numerical output below.

## Computed results

```
Largest error of squared matrix element (units x0^2): 1.1e-13
Vibronic splitting / formula, p=20: 1.000000
Splitting at p=S=12 (units hbar*omega): 2.0e-10
  Condon-coupling splitting there: 6.76e-06
Coupling g used in splitting test (hbar*omega): 1e-05
Phonon energy: 60 meV; trap depth: 1.20 eV
S = 12, p = 20; relaxation energy: 0.72 eV
Coupling g: 1.0 meV in volume 1000 nm^3
p, Condon factor, multiplier (p-S)^2/S, product:
   4  5.3086e-03    5.3333  2.8313e-02
   8  6.5523e-02    1.3333  8.7364e-02
  11  1.1437e-01    0.0833  9.5307e-03
  12  1.1437e-01    0.0000  0.0000e+00
  13  1.0557e-01    0.0833  8.7975e-03
  16  5.4293e-02    1.3333  7.2391e-02
  20  9.6820e-03    5.3333  5.1638e-02
  24  7.8725e-04   12.0000  9.4470e-03
Crossing coordinate Q_c/x0 at p=20: -2.3094
Final minimum d/x0: 6.9282
Matrix element g*sqrt(product): 0.2272 meV
Capture rate at T=0 lattice: 8.215e+09 1/s
Capture coefficient: 8.215e-09 cm^3/s
Electron mass 0.5 m_e; mean speed at 300 K: 1.522e+07 cm/s
Capture cross-section: 5.399e-16 cm^2
Neglected effects, as rate / model rate unless a unit is given:
  lattice at 300 K: 1.306
  lattice at 358 K: 1.461
  electron energy 1.5kT = 38.8 meV = 0.65 phonon: 0.811
  field 5 MV/cm over 0.5 nm: 0.25 eV = 4.17 phonons
  energy release of 16 phonons: 1.402
  energy release of 24 phonons: 0.183
  constant coupling +g: 0.321
  constant coupling -g: 2.054
  final frequency x 0.9111 (level 22): 0.202
  electron density: 1.00e+18 cm^-3
  band density of states at 300 K: 8.87e+18 cm^-3
  tunnelling exponent at 5 MV/cm: 12.70
  attempt rate omega/2pi: 1.45e+13 1/s
  tunnelling escape rate (rough): 4.4e+07 1/s
```
